# Electron affinity of NH2 with and without diffuse basis functions

## Problem

The amide ion NH2⁻ is the parent of the amide ligands found in many metal precursors. Consider its formation from the free radical, NH2 + e⁻ → NH2⁻, at fixed nuclei. Define the electron affinity by

$$A=E(\mathrm{NH_2})-E(\mathrm{NH_2^-}),$$

so that $A>0$ means a bound anion. Both species have the geometry $r_{\rm NH}=1.03$ Å, $\theta_{\rm HNH}=103^\circ$.

1. Compute $A$ by CCSD(T) in cc-pVTZ and in aug-cc-pVTZ.
2. Find how much each species is lowered by the diffuse functions, and decide whether their absence, or merely the size of the basis, explains the difference.
3. Estimate the effects of geometry relaxation, zero-point motion and the remaining basis error.

## Solution

### The level of theory

The radical is a doublet with an unrestricted Hartree–Fock (UHF) reference; the anion is a singlet with a restricted (RHF) one. The nitrogen 1s orbital is not correlated, which leaves seven and eight correlated electrons. Relativity is omitted.

Let $i,j,k,m$ denote occupied spin orbitals and $a,b,c,e$ virtual ones, with real orbitals and energies $\varepsilon$. CCSD writes the state as $e^{T_1+T_2}|\Phi\rangle$, where $\Phi$ is the reference determinant and $T_1,T_2$ create single and double excitations with amplitudes $t_i^a$ and $t_{ij}^{ab}$. With $T=T_1+T_2$, the amplitudes and the energy follow from

$$\langle\Phi_i^a|e^{-T}He^{T}|\Phi\rangle=0,\qquad
\langle\Phi_{ij}^{ab}|e^{-T}He^{T}|\Phi\rangle=0,$$

$$E_{\rm CCSD}=\langle\Phi|e^{-T}He^{T}|\Phi\rangle .$$

The "(T)" adds a perturbative estimate of the triple excitations. With antisymmetrized integrals $\langle pq||rs\rangle$, define

$$W_{ijk}^{abc}=P\Big[\sum_e t_{jk}^{ae}\langle ei||bc\rangle-\sum_m t_{im}^{bc}\langle ma||jk\rangle\Big],$$

$$V_{ijk}^{abc}=P\big[t_i^a\langle jk||bc\rangle\big].$$

Here $P=P(i/jk)P(a/bc)$, and $P(i/jk)f(ijk)=f(ijk)-f(jik)-f(kji)$ restores antisymmetry. With $D=\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c$,

$$E_{(T)}=\frac1{36}\sum_{ijkabc}\frac{W_{ijk}^{abc}\,(W_{ijk}^{abc}+V_{ijk}^{abc})}{D}.$$

The factor $1/36=1/(3!\,3!)$ removes the repeated orderings of three occupied and three virtual labels. When the occupied orbitals lie below the virtual ones, $D<0$, so the $W^2$ part lowers the energy.

Two approximations reduce the work. First, the Coulomb integrals are density-fitted, with the same auxiliary functions in every correlation-consistent basis. Second, the correlated calculations use a truncated orbital space. It contains all occupied orbitals of both species, so neither HF energy changes. It is completed by the natural orbitals with the largest MP2 occupations, averaged over the two species. The virtual density that supplies them is

$$D_{ab}=\frac12\sum_{ijc}t_{ij}^{ac}t_{ij}^{bc},\qquad
t_{ij}^{ab}=\frac{\langle ij||ab\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$

where the $t$ are now first-order amplitudes. The MP2 energy of the full space minus that of the truncated space is added afterwards.

In aug-cc-pVTZ, 50 of 92 orbitals are kept, the smallest selected occupation being $8.3\times10^{-5}$ electrons. The same cutoff keeps 41 of 58 in cc-pVTZ. The results are therefore CCSD(T) with a truncation correction, not CCSD(T) in the full orbital space.

### 1. The two affinities

The total energies, with 1 hartree = 27.2114 eV, give

$$A_{\rm cc}=(-55.794592+55.780935)\ \text{hartree}=-0.013657\ \text{hartree}=-0.37\ \text{eV},$$

$$A_{\rm aug}=(-55.801016+55.825521)\ \text{hartree}=0.024505\ \text{hartree}=0.67\ \text{eV}.$$

Diffuse functions raise the affinity by 1.04 eV, or about 100 kJ/mol. Without them the anion is not just too weakly bound: it lies above the radical.

A negative value cannot be the exact affinity. Take the radical in its ground state and place the extra electron in a wave packet of width $L$, far away. Its kinetic energy is of order $\hbar^2/(mL^2)$, and its interaction with the neutral radical vanishes with distance. As $L$ and the distance grow, the total energy approaches $E(\mathrm{NH_2})$. By the variational principle, the lowest energy with the extra electron cannot lie above this limit, so the exact affinity, defined with that lowest energy, obeys $A\ge0$. The compact basis contains no such distant packet. It forces the electron to stay near the molecule and returns a discrete energy even when that energy is too high.

Since energies add, the affinity can be separated into radical-minus-anion differences of each contribution:

| Part of $A$ (eV) | cc-pVTZ | aug-cc-pVTZ | change |
|---|---:|---:|---:|
| HF | −1.757 | −1.072 | 0.685 |
| CCSD correlation | 1.279 | 1.546 | 0.268 |
| Triples | 0.077 | 0.152 | 0.075 |
| Truncation correction | 0.030 | 0.041 | 0.011 |
| Total | −0.372 | 0.667 | 1.038 |

The HF part supplies $0.685/1.038\approx66\%$ of the rise. Even with diffuse functions it is negative, so at this level the binding comes from correlation. One further diffuse s, p and d shell on nitrogen raises the augmented HF part by about 0.009 eV. At the MP2 level the same shell raises the correlation part by about 0.02 eV and the whole affinity by about 0.03 eV, so the second decimal of 0.67 eV is not converged with respect to diffuse functions. The anion has $8\cdot7/2=28$ pairs of correlated electrons and the radical $7\cdot6/2=21$. The larger number of pairs makes a larger correlation energy in the anion plausible, although counting pairs does not give its size.

### 2. Why the anion suffers more

**Energy lowering.** For either species let

$$L=E_{\rm cc}-E_{\rm aug}.$$

Subtracting the two affinities and grouping the energies by species gives

$$\begin{aligned}
A_{\rm aug}-A_{\rm cc}
&=[E_{\rm aug}(\mathrm{NH_2})-E_{\rm aug}(\mathrm{NH_2^-})]
-[E_{\rm cc}(\mathrm{NH_2})-E_{\rm cc}(\mathrm{NH_2^-})]\\
&=[E_{\rm cc}(\mathrm{NH_2^-})-E_{\rm aug}(\mathrm{NH_2^-})]
-[E_{\rm cc}(\mathrm{NH_2})-E_{\rm aug}(\mathrm{NH_2})]\\
&=L(\mathrm{NH_2^-})-L(\mathrm{NH_2}).
\end{aligned}$$

A lower anion energy is therefore not enough to raise $A$; the anion must be lowered more than the radical.

For HF the sign of each $L$ is known in advance. Every determinant available in cc-pVTZ is also available in aug-cc-pVTZ, and both calculations use the same fitted interaction. The minimum over the larger set cannot be higher. This argument concerns the lowest HF solution of each type. It does not carry over to CCSD(T), whose energy is not the expectation value of $H$ in a trial state.

The computed HF lowerings are 0.055 eV for the radical and 0.740 eV for the anion. With correlation they become 0.175 and 1.213 eV, and

$$1.213-0.175=1.038\ \text{eV}.$$

The anion is lowered about seven times as much as the radical. This imbalance is the underbinding of cc-pVTZ relative to aug-cc-pVTZ.

**The long tail.** Far from the molecule, let $\phi(\mathbf r)$ be the amplitude for finding one electron at $\mathbf r$ while the others form the ground-state radical. The total energy is $E(\mathrm{NH_2})-A$, so the distant electron has energy $-A$. What remains is neutral, so no Coulomb term proportional to $1/r$ survives. The leading potential is that of a dipole, which falls as $1/r^2$. At large $r$ the equation becomes

$$-\frac{\hbar^2}{2m}\nabla^2\phi\simeq-A\phi.$$

Insert $\phi\sim e^{-\kappa r}$, up to slower factors. Two radial derivatives give $\kappa^2\phi$ at leading order, hence

$$\frac{\hbar^2\kappa^2}{2m}=A,\qquad
\kappa=\frac{\sqrt{2mA}}{\hbar}.$$

In atomic units the augmented result gives

$$\frac1\kappa=\frac1{\sqrt{2(0.024505)}}\ \text{bohr}=4.52\ \text{bohr}=2.39\ \text{Å}.$$

The decay length varies as $A^{-1/2}$: four times the affinity would halve it, and it diverges as $A\to0^+$. Weakly bound anions therefore make the greatest demand on the outer part of a basis.

Compare this with the most diffuse p function on nitrogen. Its radial amplitude is proportional to $re^{-\alpha r^2}$, so its radial probability is proportional to $r^4e^{-2\alpha r^2}$. At the maximum the logarithmic derivative vanishes:

$$\frac4r-4\alpha r=0\quad\Longrightarrow\quad r_{\max}=\frac1{\sqrt\alpha}.$$

The smallest exponent is 0.1725 bohr⁻² in cc-pVTZ and 0.0491 bohr⁻² in aug-cc-pVTZ. The maxima lie at 2.41 and 4.51 bohr, or 1.27 and 2.39 Å. The near equality of the last value with $1/\kappa$ has no special significance, since one is the position of a maximum and the other a decay length. The comparison does show that the compact basis has little freedom where the tail is still appreciable. No finite sum of Gaussians reproduces the exponential at arbitrarily large $r$; the diffuse functions extend the range over which it can be approximated.

**The added charge.** With HF one-electron density matrices $\rho$ and the origin at nitrogen, define

$$R_{\rm add}=\sqrt{\operatorname{tr}\{r^2[\rho(\mathrm{NH_2^-})-\rho(\mathrm{NH_2})]\}} .$$

The difference contains one electron in total. It also includes the response of the other electrons, so $R_{\rm add}$ is not the radius of a single orbital. It grows from 1.47 Å in cc-pVTZ to 1.80 Å in aug-cc-pVTZ: the added charge spreads out when the basis permits it. The second value is not fully converged: one further diffuse s, p and d shell on nitrogen raises it by about 0.06 Å.

**A control on basis size.** The aug-cc-pVTZ basis is larger as well as more diffuse, so the comparison so far does not separate the two properties. The aug-cc-pVDZ basis does. It has 41 functions, fewer than the 58 of cc-pVTZ, but it includes diffuse ones. At the same geometry it gives $A=0.54$ eV, compared with −0.37 eV in cc-pVTZ. The smaller basis gives the larger affinity by 0.91 eV, so the number of functions cannot explain the defect. This control does not divide the effect among individual diffuse shells.

### 3. Corrections and remaining errors

**Geometry.** Let $\mathbf d$ be a displacement in the two bond lengths and the angle, $\mathbf g$ the energy gradient and $F$ the matrix of second derivatives. Near the common geometry,

$$E(\mathbf d)=E_0+\mathbf g^{\mathsf T}\mathbf d+\tfrac12\mathbf d^{\mathsf T}F\mathbf d.$$

Setting the derivative to zero gives $\mathbf d=-F^{-1}\mathbf g$. Substitution gives

$$E_{\min}=E_0-\mathbf g^{\mathsf T}F^{-1}\mathbf g+\tfrac12\mathbf g^{\mathsf T}F^{-1}\mathbf g
=E_0-R,\qquad R=\tfrac12\mathbf g^{\mathsf T}F^{-1}\mathbf g.$$

Each species is lowered by its own $R$, so $A$ changes by $R(\mathrm{NH_2^-})-R(\mathrm{NH_2})$. MP2 in 6-31++G** gives $0.00003-0.00162=-0.0016$ eV. The predicted bond lengths and angles are about 1.02 Å and 104° for the radical, and 1.03 Å and 103° for the anion. The two structures are so similar that using one geometry costs little in electronic energy. The vibrational frequencies are more sensitive, as shown next.

**Zero-point motion.** For small vibrations with internal coordinates $\mathbf s$, the kinetic energy is $\frac12\dot{\mathbf s}^{\mathsf T}G^{-1}\dot{\mathbf s}$. Here $G=BM^{-1}B^{\mathsf T}$, $B$ contains the derivatives of the internal coordinates with respect to the Cartesian ones, and $M$ contains the nuclear masses. The equation of motion $G^{-1}\ddot{\mathbf s}=-F\mathbf s$ gives $GF\mathbf s=\omega^2\mathbf s$ for an oscillation of frequency $\omega$. Each mode contributes $\hbar\omega/2$.

With MP2 second derivatives in 6-31++G** at the common geometry and integer nuclear masses, the sums are 0.5287 eV for the radical and 0.5192 eV for the anion, a difference of 0.0095 eV; these are the values in the output below. Isotopic masses lower each sum by 0.002 eV. The common geometry is not the radical's minimum, however: its bonds are stretched by about 0.005 Å there, which softens its stretching modes. With the second derivatives taken at each species' own minimum and isotopic masses, the sums are 0.5347 and 0.5161 eV. Zero-point motion raises the radical's energy more than the anion's, so $A$ rises by about 0.019 eV, twice the common-geometry value. The basis was not varied for the geometry and zero-point corrections, so their last digits should not be taken as converged. Together,

$$A_0=0.6668-0.0016+0.0186=0.684\ \text{eV},$$

against 0.675 eV with the common-geometry frequencies.

**Remaining basis error.** Assume that the correlation part of the affinity approaches its limit as $A_X=A_\infty+cX^{-3}$, with $X=2$ for aug-cc-pVDZ and $X=3$ for aug-cc-pVTZ. Then $8A_2=8A_\infty+c$ and $27A_3=27A_\infty+c$. Subtraction eliminates $c$:

$$A_\infty=\frac{27A_3-8A_2}{19},\qquad
A_\infty-A_3=\frac8{19}(A_3-A_2).$$

The estimated shift is +0.06 eV, with the HF part held at its aug-cc-pVTZ value. Adding it to $A_0$ gives about 0.74 eV. The HF part is itself uncertain by about 0.01 eV: it is −1.061 eV in aug-cc-pVDZ and −1.072 eV in aug-cc-pVTZ. This is an extrapolation from two small members of the basis family, not a bound.

**Other approximations.** In aug-cc-pVDZ, truncating the orbital space changes the corrected affinity by −0.002 eV relative to the full space. That test removes only 7 of 41 orbitals, whereas aug-cc-pVTZ loses 42 of 92, so it does not bound the error there. The MP2 truncation corrections to the two triple-zeta affinities differ by 0.011 eV. Leaving both out would still give a rise of 1.03 eV. Density fitting changes the MP2 affinity in aug-cc-pVDZ by 0.00006 eV.

CCSD(T) was also compared with full configuration interaction, again with a frozen core, using 6-31G on nitrogen and STO-3G on hydrogen. The affinities are −1.585 and −1.583 eV. They agree within 0.002 eV, yet both are far too low: an accurate treatment of correlation does not repair an unsuitable basis. The difference cannot be carried over as a correction to aug-cc-pVTZ. The UHF radical has $\langle S^2\rangle=0.760\,\hbar^2$, close to the pure-doublet value $0.75\,\hbar^2$.

### Relation to real amides

The measured affinity of free NH2 is roughly 0.8 eV. The augmented calculation has the right sign and size; the cc-pVTZ result has neither. Core correlation and missing higher excitations have not been evaluated in the large basis.

The affinity enters the energy needed to split a metal amide into ions. Add the steps M–NH2 → M + NH2, M → M⁺ + e⁻ and NH2 + e⁻ → NH2⁻. Their energies are the bond energy $D_{\rm M}$, the ionization energy $I_{\rm M}$ and $-A$, so

$$\Delta E_{\rm ions}=D_{\rm M}+I_{\rm M}-A.$$

If the first two terms are accurate but $A$ is taken from cc-pVTZ instead of aug-cc-pVTZ, $\Delta E_{\rm ions}$ is too high by 1.04 eV relative to the augmented value. In an actual precursor the amide is bound to a metal and often carries organic groups instead of hydrogen. The metal's field and its basis functions change the description of the charge, so the 1.04 eV found here is not the basis error of a bound amide. That error needs its own calculation.

The argument also requires an anion that is truly bound. If the exact anion is unbound, adding ever more diffuse functions can let a sufficiently flexible method place the extra electron far away. The computed affinity then tends to zero and describes a radical plus a free electron, not a molecular anion. The numerical output below gives the energies and their separate contributions.

## Computed values

```
Common N-H distance: 1.030 angstrom
Common H-N-H angle: 103.0 degrees
Small-basis CCSD(T) affinity: -1.5849 eV
Small-basis full-CI affinity: -1.5829 eV
Smallest retained natural occupation: 8.324e-05 electrons
aug-cc-pVTZ: basis functions 92, correlated space 50
aug-cc-pVTZ: smallest N p exponent 0.04910 bohr^-2
aug-cc-pVTZ: NH2 HF energy -55.587720 hartree
aug-cc-pVTZ: NH2 CCSD(T) energy -55.801016 hartree
aug-cc-pVTZ: NH2- HF energy -55.548309 hartree
aug-cc-pVTZ: NH2- CCSD(T) energy -55.825521 hartree
aug-cc-pVTZ: affinity HF part -1.0724 eV
aug-cc-pVTZ: affinity CCSD correlation part 1.5460 eV
aug-cc-pVTZ: affinity triples part 0.1523 eV
aug-cc-pVTZ: affinity MP2 truncation correction 0.0409 eV
aug-cc-pVTZ: total affinity 0.6668 eV
cc-pVTZ: basis functions 58, correlated space 41
cc-pVTZ: smallest N p exponent 0.17250 bohr^-2
cc-pVTZ: NH2 HF energy -55.585687 hartree
cc-pVTZ: NH2 CCSD(T) energy -55.794592 hartree
cc-pVTZ: NH2- HF energy -55.521111 hartree
cc-pVTZ: NH2- CCSD(T) energy -55.780935 hartree
cc-pVTZ: affinity HF part -1.7572 eV
cc-pVTZ: affinity CCSD correlation part 1.2785 eV
cc-pVTZ: affinity triples part 0.0771 eV
cc-pVTZ: affinity MP2 truncation correction 0.0300 eV
cc-pVTZ: total affinity -0.3716 eV
aug-cc-pVDZ: basis functions 41, truncated space 34
aug-cc-pVDZ: untruncated affinity 0.5383 eV
Truncation shift tested in aug-cc-pVDZ: -0.0020 eV
MP2 affinity shift from integral fitting: 0.00006 eV
Affinity increase from diffuse functions: 1.0384 eV
HF lowering, radical and anion: 0.0553, 0.7401 eV
CCSD(T) lowering, radical and anion: 0.1748, 1.2132 eV
Added-charge rms radius, cc-pVTZ: 1.474 angstrom
Added-charge rms radius, aug-cc-pVTZ: 1.800 angstrom
Amplitude decay length from final affinity: 2.390 angstrom
Radical UHF spin square: 0.7598 hbar^2
Estimated remaining correlation-basis shift: 0.0589 eV
NH2: MP2 distance 1.0245 angstrom, angle 103.99 degrees
NH2: relaxation 0.00162 eV, zero-point energy 0.5287 eV
NH2-: MP2 distance 1.0308 angstrom, angle 103.05 degrees
NH2-: relaxation 0.00003 eV, zero-point energy 0.5192 eV
Affinity change from geometry relaxation: -0.00159 eV
Affinity change from zero-point motion: 0.0095 eV
Affinity with relaxation and zero-point motion: 0.6747 eV
```
